# Minimal atomic perturbations for the dynamical matrix: zincblende at Gamma, X and L

A phonon calculation by density functional perturbation theory displaces one sublattice along one Cartesian axis, lets the electrons respond self-consistently, and reads off the forces on all atoms. A crystal with \(N\) atoms per cell allows \(3N\) such perturbations at each wavevector. In zincblende there are six, and at the zone centre it is plain that moving an atom along \(y\) teaches nothing new once it has been moved along \(x\). At other wavevectors fewer rotations survive and phases enter, so an implementation needs a criterion that says which perturbations must be computed.

## Response and conventions

Let atom \(k\) in cell \(\mathbf R\) sit at \(\mathbf r=\mathbf R+\boldsymbol\tau_k\), and let its displacement be \(\mathbf u_k e^{i\mathbf q\cdot\mathbf r}\). The amplitudes form a vector \(u\) with \(3N\) components. In the harmonic approximation about equilibrium, the force amplitudes \(F\) obey

\[
-F=C(\mathbf q)\,u .
\]

The unit vector \(e_p\) stands for perturbation \(p=(k,\alpha)\), atom \(k\) along axis \(\alpha\). Its calculation returns the column \(c_p=Ce_p\). Real-space force constants are second derivatives of an energy, hence real and symmetric, which gives

\[
C=C^\dagger,\qquad C(-\mathbf q)=C(\mathbf q)^* .
\]

Row \(p\) is therefore \(c_p^\dagger\). The dynamical matrix is \(D_{k\alpha,k'\beta}=C_{k\alpha,k'\beta}/\sqrt{m_km_{k'}}\), so knowing \(C\) and the masses is enough.

## How a symmetry operation acts

Let \(\{S|\mathbf f\}\), which takes \(\mathbf r\) to \(\mathbf r'=S\mathbf r+\mathbf f\), be a symmetry of the crystal and its electronic ground state. It carries atom \(k\) to an atom of type \(k'\) and rotates its displacement. Since \(\mathbf r=S^{-1}(\mathbf r'-\mathbf f)\) and \(\mathbf q\cdot S^{-1}\mathbf x=(S\mathbf q)\cdot\mathbf x\), the new field is

\[
\mathbf u'(\mathbf r')=S\mathbf u_k\,e^{i(S\mathbf q)\cdot\mathbf r'}e^{-i(S\mathbf q)\cdot\mathbf f}.
\]

Two cases return a field of wavevector \(\mathbf q\). If \(S\mathbf q=\mathbf q+\mathbf G\), with \(\mathbf G\) a reciprocal-lattice vector, then \(e^{i\mathbf G\cdot\mathbf r'}=e^{i\mathbf G\cdot\boldsymbol\tau_{k'}}\). If \(S\mathbf q=-\mathbf q+\mathbf G\), complex conjugation restores \(\mathbf q\); it is allowed because the force constants are real, and it is usually listed as time reversal. Hence

\[
\mathbf u'_{k'}=e^{i\mathbf G\cdot\boldsymbol\tau_{k'}}S\mathbf u_k
\quad\text{or}\quad
\mathbf u'_{k'}=e^{-i\mathbf G\cdot\boldsymbol\tau_{k'}}S\mathbf u_k^* .
\]

The factor containing \(\mathbf f\) is common to all displacements and forces and has been dropped. Call these maps \(A_g\): unitary in the first case, antiunitary in the second. Forces transform like displacements, so \(A_gCu=CA_gu\) for every \(u\), that is,

\[
A_gC=CA_g .
\]

A code that attaches the phase \(e^{i\mathbf q\cdot\mathbf R}\) instead of \(e^{i\mathbf q\cdot\mathbf r}\) must convert its columns first, or the atomic phases above will be wrong.

## The criterion

**A set \(P\) of perturbations determines every matrix allowed by symmetry and Hermiticity if and only if the vectors \(A_ge_p\), with \(p\in P\) and all \(g\), span the whole \(3N\)-dimensional space.**

*Sufficiency.* Write \(w_{gp}=A_ge_p\). Invariance gives \(Cw_{gp}=A_gc_p\), which is known without further calculation. Multiply on the right by \(w_{gp}^\dagger\) and sum:

\[
CM=\sum_{g,p}(A_gc_p)w_{gp}^\dagger,\qquad
M=\sum_{g,p}w_{gp}w_{gp}^\dagger .
\]

For any \(x\), \(x^\dagger Mx=\sum_{g,p}|w_{gp}^\dagger x|^2\). This vanishes for some nonzero \(x\) just when the \(w_{gp}\) fail to span the space. If they span it, \(M\) is invertible and

\[
C=\Big[\sum_{g,p}(A_gc_p)(A_ge_p)^\dagger\Big]M^{-1}.
\]

*Necessity.* Suppose the span \(W\) is incomplete, and let \(Q\) project onto its orthogonal complement. The product of two operations is again an operation up to a phase, so every \(A_g\) maps \(W\) onto itself. Unitary maps preserve inner products and antiunitary maps conjugate them; either way orthogonality survives, the complement is also mapped onto itself, and \(A_gQ=QA_g\). For real \(\lambda\), the matrix \(C+\lambda Q\) is then Hermitian and commutes with all \(A_g\). Since \(Qe_p=0\) for \(p\in P\), it has the same computed columns as \(C\). The data cannot tell the two apart.

The sufficiency proof never used Hermiticity, while the ambiguous matrix in the necessity proof is Hermitian. Hermiticity therefore does not lower the number of perturbations. It supplies elements twice, turns columns into rows, and serves as an error check. Physically, \(\lambda Q\) adds a restoring force for displacement patterns that no computed perturbation or symmetry image has probed.

## The scheme

Operations permute atoms within sets of equivalent atoms, called orbits, and the span condition separates into one condition per orbit. Displacing one atom of an orbit along all three axes suffices for that orbit, because its images put three independent directions on every member. The search thus needs to try only sets of one or two perturbations before falling back on three.

```
input: q, atomic positions, space group
ops = []
for each {S|f}:
    if S q - q is a reciprocal vector G: add unitary map
    if S q + q is a reciprocal vector G: add antiunitary map
P = []
for each orbit of atoms under ops:
    for size = 1, 2:
        for each set T of that many perturbations in the orbit:
            if images of T span the orbit's space: accept T, stop
    if none accepted: T = x, y, z of one atom
    append T to P
for p in P: compute the column c_p
M = sum over g,p of (A_g e_p)(A_g e_p)^dagger
Y = sum over g,p of (A_g c_p)(A_g e_p)^dagger
C = Y M^-1
report max|C - C^dagger| and max|C e_p - c_p|
C = (C + C^dagger)/2
```

The search must go by increasing size. Take an atom that forms an orbit by itself and sits on a fourfold axis lying obliquely in the \(yz\) plane, and suppose that the fourfold rotation is among the operations that survive at \(\mathbf q\) and that every surviving operation maps this axis onto itself. The images of \(x\) span only the plane normal to the axis. The images of \(y\), which has components along and across the axis, span all three dimensions. A routine that accepts each perturbation in order whenever it raises the rank would keep both \(x\) and \(y\), although \(y\) alone is enough.

For an orbit of \(n\) atoms there are \(3n\) single perturbations and \(3n(3n-1)/2\) pairs to try, each needing a rank test of dimension \(3n\). With dense matrices, forming \(M\) and \(Y\) takes of order \(|G_q||P|N^2\) operations after the vectors have been transformed, where \(|G_q|\) is the number of maps; inversion takes of order \(N^3\). The saving lies in the self-consistent responses that are not run. The ratio of perturbation counts need not equal the ratio of run times, since different perturbations can require different sets of electronic wavevectors.

## Zincblende

Put atom 1 at the origin and atom 2 at \(a(1,1,1)/4\), with \(a\) the cubic lattice constant. The 24 operations of \(T_d\) permute the Cartesian axes and reverse an even number of them. They never exchange the two species, so each atom is its own orbit and at least two perturbations are needed. Phases do not affect a span on one atom; it is enough to see where \(S\) sends the axes. In units of \(2\pi/a\), reciprocal-lattice vectors have integer components, all even or all odd.

### Gamma

All 24 rotations survive. A threefold rotation sends \(x\to y\to z\), so one displacement per atom suffices: \(\{1x,2x\}\), or any other choice of one axis on each atom. The twofold rotations about the cubic axes forbid coupling between different Cartesian directions, and the threefold rotation makes the three directions equal. Conjugation with \(\mathbf G=0\) makes \(C\) real:

\[
C(\Gamma)=\begin{pmatrix}aI&bI\\ bI&cI\end{pmatrix}.
\]

In this matrix \(a\) is a force constant. Column \(1x\) gives \(a\) and \(b\); column \(2x\) gives \(c\), and \(b\) a second time.

The acoustic sum rule is additional knowledge: a uniform translation produces no force, so \(a+b=0\) and \(b+c=0\). One computed column then suffices. In a polar crystal this matrix refers to zero macroscopic electric field. The direction-dependent term that splits longitudinal from transverse optical modes as \(\mathbf q\to0\) requires the response to an electric field as well.

### X

For \(\mathbf q=(0,0,1)\), the eight operations with \(S\hat z=\pm\hat z\) survive. They interchange \(x\) and \(y\) but never mix either with \(z\). Each atom needs \(z\) and one of \(x,y\), which gives four perturbations, for example \(\{1x,1z,2x,2z\}\).

The matrix follows from four operations:

- The twofold rotation about \(z\) has \(\mathbf G=0\) and reverses \(x\) and \(y\), so these do not couple to \(z\).
- The twofold rotation about \(x\) has \(\mathbf G=(0,0,-2)\), hence a factor \(e^{-i\pi}=-1\) on atom 2. It leaves \(1x,2y,2z\) unchanged and reverses \(1y,1z,2x\). With the first rule, the surviving couplings are \(1x\)–\(2y\) and \(1y\)–\(2x\).
- The mirror exchanging \(x\) and \(y\) has \(\mathbf G=0\) and makes these two couplings equal.
- Conjugation has \(\mathbf G=2\mathbf q=(0,0,2)\), with a factor \(-1\) on atom 2. For the coupling block this gives \(C_{12}^*=-C_{12}\), so it is imaginary; the diagonal blocks are real.

The diagonal of \(C\) is thus \((a_1,a_1,c_1,a_2,a_2,c_2)\), and

\[
C_{1x,2y}=C_{1y,2x}=ib,\qquad C_{2y,1x}=C_{2x,1y}=-ib .
\]

Longitudinal motion, along \(z\), involves one sublattice at a time.

The count of four belongs to Cartesian displacements. Move an atom along \(\mathbf v=(\cos\theta,0,\sin\theta)\) instead. The twofold rotation about \(z\) gives \((-\cos\theta,0,\sin\theta)\); sum and difference isolate \(z\) and \(x\), and the mirror supplies \(y\). One oblique displacement per atom, such as \((1,0,1)/\sqrt2\), is then enough, two in all.

### L

For \(\mathbf q=(\tfrac12,\tfrac12,\tfrac12)\), the six permutations of the axes survive, all with \(\mathbf G=0\). The cyclic ones send \(x\to y\to z\), so \(\{1x,2x\}\) suffices again. Permutation symmetry gives every \(3\times3\) block one value on its diagonal and one off it. With \(J\) the matrix of ones,

\[
C_{kk}=p_kI+r_k(J-I).
\]

Conjugation has \(\mathbf G=(1,1,1)\) and \(\mathbf G\cdot\boldsymbol\tau_2=3\pi/2\), hence a factor \(e^{-3\pi i/2}=i\) on atom 2. Comparing the atom-1 components of \(ACu\) and \(CAu\) gives \(C_{12}^*=iC_{12}\), which is solved by

\[
C_{12}=e^{-i\pi/4}\,[sI+t(J-I)],\qquad s,t\ \text{real}.
\]

The diagonal blocks are real. Counting free real parameters shows what Hermiticity does:

| Point | Perturbations | Parameters, Hermitian | Parameters, not Hermitian |
|---|---:|---:|---:|
| Gamma | 2 | 3 | 4 |
| X | 4 | 5 | 6 |
| L | 2 | 6 | 8 |

Without Hermiticity, \(C_{21}\) has its own parameters, yet the same perturbations determine them. The three points need 8 perturbations instead of 18.

## A numerical model

Consider a model crystal with masses \(m_1=30\) u and \(m_2=70\) u and energy \(\tfrac12\sum_tk_ts_t^2\). The coordinates \(s_t\) are of three kinds:

- nearest-neighbour stretches, \(k=8.0\) eV/Å\(^2\);
- second-neighbour stretches, \(k=0.5\) for pairs 1–1 and \(0.3\) for pairs 2–2;
- angle terms \(s=\mathbf n'\cdot(\mathbf u-\mathbf u_0)+\mathbf n\cdot(\mathbf u'-\mathbf u_0)\), where \(\mathbf n,\mathbf n'\) are unit vectors from a central atom to two neighbours; \(k=0.4\) for centre 1 and \(0.6\) for centre 2.

All constants are in eV/Å\(^2\). In the angle terms \(\mathbf u_0\) belongs to the central atom and \(\mathbf u,\mathbf u'\) to the neighbours along \(\mathbf n,\mathbf n'\). The coordinate \(s\) is the first-order change of the scalar product of the two bond vectors, divided by the bond length. It is not a pure change of angle, since it also responds to stretching of the two bonds. The model has no long-range Coulomb forces and represents no particular material.

If \(s_t=\sum_j\mathbf b_{tj}\cdot\mathbf u_j\), a wave has amplitude \(s_t=\beta_t^Tu\), where \(\beta_t\) collects \(\mathbf b_{tj}e^{i\mathbf q\cdot\mathbf r_j}\) by sublattice. The force on atom \(j\) is \(-\sum_tk_t\mathbf b_{tj}s_t\); removing its phase \(e^{i\mathbf q\cdot\mathbf r_j}\) gives

\[
C=\sum_tk_t\,\beta_t^*\beta_t^T ,
\]

with each coordinate counted once per cell.

At Gamma, second-neighbour stretches vanish because equal atoms move together. The four bonds give \(\sum\mathbf n\mathbf n^T=\tfrac43I\). The six angle pairs at a centre have \(\mathbf n+\mathbf n'\) of length \(2/\sqrt3\), two along each axis, which gives \(\tfrac83I\). Therefore

\[
a=8.0\cdot\tfrac43+(0.4+0.6)\tfrac83=13.33\ \text{eV/Å}^2,
\]

and \(b=-a\), \(c=a\). With reduced mass \(\mu=30\cdot70/100=21\) u, and 1 eV/(Å\(^2\) u) corresponding to a frequency of 521.5 cm\(^{-1}\), the optical modes lie at \(521.5\sqrt{13.33/21}=415.5\) cm\(^{-1}\).

At X, second neighbours separated by \(\pm a/2\) along \(z\) move in antiphase, so \(|1-e^{i\mathbf q\cdot\mathbf d}|^2=4\) for separation \(\mathbf d\); the others move together. Summing squared direction cosines gives weight 4 for \(x\) and 8 for \(z\). When atom 1 is the centre of an angle, its weight is \(\tfrac83\) as before. When it is an outer atom, write the bond directions as sign triples \(\mathbf m/\sqrt3\). The bond phases are proportional to \(m_z\), so the coefficient along \(\alpha\) has magnitude \(|m_zm'_\alpha+m'_zm_\alpha|/\sqrt3\). For \(x\) it equals \(2/\sqrt3\) in two of the six pairs and zero in the rest, with total weight \(\tfrac83\); for \(z\) it equals \(2/\sqrt3\) in all six, with total weight 8. Hence, in eV/Å\(^2\),

\[
\begin{aligned}
a_1&=8.0\cdot\tfrac43+0.5\cdot4+0.4\cdot\tfrac83+0.6\cdot\tfrac83=15.33,\\
c_1&=8.0\cdot\tfrac43+0.5\cdot8+0.4\cdot\tfrac83+0.6\cdot8=20.53 .
\end{aligned}
\]

Exchanging the roles of the atoms gives \(a_2=14.53\) and \(c_2=17.87\). Evaluating the sum for the coupling gives \(b=-8.00\). The longitudinal frequencies are

\[
521.5\sqrt{20.53/30}=431.4,\qquad
521.5\sqrt{17.87/70}=263.5\ \text{cm}^{-1},
\]

for atoms 1 and 2 respectively. The transverse modes follow from a \(2\times2\) matrix with diagonal \(a_1/m_1,a_2/m_2\) and squared coupling \(b^2/(m_1m_2)\). They are doubly degenerate, at 186.6 and 400.8 cm\(^{-1}\).

At L the same sum gives \(p_1=16.13\), \(r_1=1.80\), \(p_2=15.07\), \(r_2=1.13\), \(s=-6.67\) and \(t=4.00\) eV/Å\(^2\). Motion along \((1,1,1)\) is an eigenvector of \(J-I\) with eigenvalue 2, and motion perpendicular to it has eigenvalue \(-1\). The longitudinal \(2\times2\) problem therefore contains \(p_k+2r_k\) and \(s+2t\), with frequencies 258.4 and 423.6 cm\(^{-1}\). The transverse one contains \(p_k-r_k\) and \(s-t\), with doubly degenerate frequencies 135.1 and 407.2 cm\(^{-1}\).

## Stability and failure modes

**Poor directions.** For the oblique displacement at X, the \(z\) column is \((c+Ac)/(2\sin\theta)\), where \(c\) is the computed response and \(A\) the twofold rotation about \(z\). An error in \(c\) can be amplified by up to \(1/|\sin\theta|\). The eigenvalues of \(M\) expose this: a small one marks a direction that is spanned in principle but barely probed. The rank threshold should be set relative to the largest eigenvalue.

**Errors that Hermiticity misses.** At Gamma, add 0.01 eV/Å\(^2\) to the force-constant element in row \(1x\) of column \(2x\). Column \(1x\) still gives the correct \(b\), so the largest element of \(|C-C^\dagger|\) is 0.01 eV/Å\(^2\). Put the same error in row \(2x\), and it merely changes \(c\): the result is Hermitian and symmetric, and the residual is zero. The sum rule \(b+c=0\) would reveal it.

**Errors that reconstruction hides.** An error in row \(1y\) of column \(2x\) at Gamma violates symmetry, and the sum over operations removes it. The final matrix looks perfect, but \(Ce_p-c_p\) retains the error. This is why the scheme reports both residuals. An electronic wavevector mesh that lacks the symmetry assumed for the crystal can produce such a discrepancy.

**Missing antiunitary operations.** At these three points conjugation adds no new rotation, so omitting it leaves the counts unchanged. In the diamond structure at a general \(\mathbf q\) it matters. Inversion exchanges the two equal atoms and sends \(\mathbf q\) to \(-\mathbf q\); with conjugation it maps \(e_{1\alpha}\) to \(-e_{2\alpha}\). Three perturbations then suffice, where unitary operations alone would demand six.
